# The Kinetic Stress Tensor from Strained Plane-Wave Vectors, part 2

We want the stress of a crystal computed with plane waves, and in particular its kinetic part. A homogeneous deformation moves points as $\mathbf r'=F\mathbf r$ with $F=1+\varepsilon$, where the nine entries of $\varepsilon$ are independent. With $E$ the energy per cell and $\Omega$ the cell volume, the stress is $\sigma_{ab}=\Omega^{-1}\partial E/\partial\varepsilon_{ab}$ at $\varepsilon=0$, positive in tension; $a,b$ are Cartesian indices.

The orbital with band index $n$ and crystal wavevector $\mathbf k$ has plane-wave coefficients $c_{n\mathbf k}(\mathbf G)$, with $\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=1$, and wavevectors $\mathbf q=\mathbf k+\mathbf G$, where $\mathbf G$ is a reciprocal lattice vector. The weight $f_{n\mathbf k}$ includes spin, occupation and the $\mathbf k$ weight. The electron mass is $m$.

Under strain, the integer labels of each $\mathbf G$ and the reduced coordinates of each $\mathbf k$ are held fixed. Fixed $c$ then stretches the orbitals with the material and keeps them orthonormal. The kinetic energy per cell, $T$, responds as

$$\left.\frac{\partial T}{\partial\varepsilon_{ab}}\right|_{c,f}=-\frac{\hbar^2}{m}M_{ab},\qquad M_{ab}=\sum_{n\mathbf k\mathbf G}f_{n\mathbf k}|c_{n\mathbf k}(\mathbf G)|^2q_aq_b. \tag{25}$$

The kinetic stress $\sigma^{\rm kin}_{ab}$ is this slope divided by $\Omega$. Its trace obeys

$$\sum_a\sigma^{\rm kin}_{aa}=-\frac{2T}\Omega,\qquad p^{\rm kin}=-\frac13\sum_a\sigma^{\rm kin}_{aa}=\frac{2T}{3\Omega}. \tag{19}$$

If only one $\mathbf k$ point of each symmetry-equivalent set (star) is stored, it carries the weight of the whole star, and $M$ is replaced by its average over the operations $R$ of the point group $\mathcal G$:

$$\bar M=\frac1{|\mathcal G|}\sum_{R\in\mathcal G}RMR^T \tag{24}$$

For numerical checks, the four-point central difference with strain step $h$ is

$$D_4=\frac{T(-2h)-8T(-h)+8T(h)-T(2h)}{12h}, \tag{23}$$

Its relative truncation error for a diagonal strain entry at fixed $c$ is $12h^4$ in magnitude, to leading order.

### Why fixed coefficients suffice for the total energy

In a strained crystal the self-consistent coefficients do change. The total energy is a function $E(c,\varepsilon)$ of the coefficients and the strain, and its full derivative at fixed weights is

$$\frac{dE}{d\varepsilon_{ab}}=\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_{c}+\sum_{n\mathbf k\mathbf G}\left[\frac{\partial E}{\partial c^*_{n\mathbf k}(\mathbf G)}\frac{dc^*_{n\mathbf k}(\mathbf G)}{d\varepsilon_{ab}}+\text{c.c.}\right]. \tag{26}$$

In Kohn–Sham theory the kinetic and pseudopotential energies are bilinear in $c^*$ and $c$. The Hartree and exchange-correlation energies depend on the density, and their first variation is the corresponding potential times the change of density. Together these give

$$\frac{\partial E}{\partial c^*_{n\mathbf k}(\mathbf G)}=f_{n\mathbf k}\sum_{\mathbf G'}H_{\mathbf G\mathbf G'}c_{n\mathbf k}(\mathbf G')=f_{n\mathbf k}\,e_{n\mathbf k}\,c_{n\mathbf k}(\mathbf G), \tag{27}$$

where $H$ is the Kohn–Sham Hamiltonian and $e_{n\mathbf k}$ its eigenvalue. The second equality requires self-consistency. The bracket in (26), summed over $\mathbf G$, becomes

$$f_{n\mathbf k}e_{n\mathbf k}\sum_{\mathbf G}\left[c\,\frac{dc^*}{d\varepsilon_{ab}}+c^*\frac{dc}{d\varepsilon_{ab}}\right]=f_{n\mathbf k}e_{n\mathbf k}\frac{d}{d\varepsilon_{ab}}\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=0. \tag{28}$$

The norm is one at every strain, so its derivative vanishes. Hence

$$\frac{dE}{d\varepsilon_{ab}}=\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_c. \tag{29}$$

The total stress is the sum of fixed-coefficient derivatives, one from each term of the energy, and (25) supplies the kinetic one.

The argument fails for $T$ alone. The derivative $\partial T/\partial c^*$ is not proportional to $c$, since the orbitals are eigenvectors of $H$ and not of the kinetic operator. The kinetic energy of the relaxed strained crystal therefore has a different slope,

$$\frac{dT}{d\varepsilon_{ab}}=-\frac{\hbar^2}{m}M_{ab}+X_{ab}, \tag{30}$$

where $X_{ab}$ comes from the response of the coefficients. By (29) the remaining energy terms have the response $-X_{ab}$. A check that differentiates the converged kinetic energy of separate calculations tests the wrong quantity.

### Conditions on the argument

**Overlap.** Equation (28) assumes the norm $\sum|c|^2$, as with norm-conserving pseudopotentials. If the orbitals are normalized as $c^\dagger Sc=1$ with an overlap matrix $S$ that depends on strain, then (27) contains $Sc$ in place of $c$. Differentiating the normalization gives $(dc^\dagger)Sc+c^\dagger S\,dc=-c^\dagger(dS)c$. The total stress acquires the additional term $-\Omega^{-1}\sum f_{n\mathbf k}e_{n\mathbf k}\,c^\dagger(\partial S/\partial\varepsilon_{ab})c$.

**Occupations.** The weights were held fixed, which suits a crystal with a gap. In a metal with thermal occupations, the quantity to differentiate is the free energy. It is stationary with respect to occupations at fixed electron number, so the same fixed-$f$ derivative applies.

**Ions.** The reduced coordinates of the ions are held fixed during the strain. If the forces on the ions vanish, a first-order relaxation of the ions does not change the first derivative of the energy.

**Self-consistency.** Away from self-consistency (27) fails, and the stress has an error of first order in the error of $c$, whereas the energy has a second-order error. Stress calculations need tighter convergence than energy calculations.

### Fixed plane-wave set and fixed cutoff

Holding the integer labels fixed also fixes the number of plane waves. When the cell is stretched uniformly, the largest kinetic energy in the set falls. A calculation restarted in the new cell with the old energy cutoff uses a different set, and its energy slope differs as long as the basis is incomplete.

The difference can be found for a uniform stretch $F=\lambda1$. Let $\mathcal E(\lambda,K)$ be the energy at cutoff $K$, smoothed over the small jumps that occur when plane waves enter the set. With fixed labels, wavevectors scale as $1/\lambda$ and the cutoff as $K/\lambda^2$. The chain rule at $\lambda=1$ gives

$$\frac{d}{d\lambda}\mathcal E(\lambda,K/\lambda^2)=\frac{\partial\mathcal E}{\partial\lambda}-2K\frac{\partial\mathcal E}{\partial K}. \tag{31}$$

Since $dE/d\lambda=\sum_a\partial E/\partial\varepsilon_{aa}=3\Omega\bar\sigma$, with $\bar\sigma$ the mean normal stress,

$$\bar\sigma_{\rm fixed\ set}-\bar\sigma_{\rm fixed\ cutoff}=-\frac{2K}{3\Omega}\frac{\partial\mathcal E}{\partial K}\ge0. \tag{32}$$

The inequality holds because enlarging a variational basis cannot raise the energy. An incomplete basis makes the analytic stress too tensile relative to the fixed-cutoff slope: stretching degrades the basis, and the formula correctly reports the resulting rise in energy as a resistance to stretching. The difference vanishes as the basis becomes complete.

### Order of operations in code

1. Converge the orbitals at zero strain.
2. For each stored $\mathbf k$ and $\mathbf G$, form $w=\sum_nf_{n\mathbf k}|c_{n\mathbf k}(\mathbf G)|^2$ and add $w\,q_aq_b$ to the six independent components of $M$.
3. Average $M$ over the point group if the sampling is reduced.
4. Multiply by $-\hbar^2/(m\Omega)$.
5. Compare the trace with $-2T/\Omega$.
6. Add the fixed-coefficient derivatives of all other energy terms. With reduced sampling, the nonlocal pseudopotential term is averaged over the point group in the same way as $M$. In these, the density of the stretched orbitals is $\rho'(\mathbf r')=\rho(\mathbf r)/\det(1+\varepsilon)$, so the Fourier coefficients of $\Omega\rho$ stay fixed.

### Worked example: rock-salt MgO

MgO serves as the tunnel barrier in magnetic memory cells. The example is the bulk crystal with a lattice constant of 4.20 Å, a rough typical value. The orbitals solve the Kohn–Sham equations in the local-density approximation (Slater exchange, VWN correlation) with GTH-PADE pseudopotentials, which leave two valence electrons on Mg and six on O. The four full bands are sampled at the star of four L points, with one point stored. The cutoff is 680.3 eV, which gives 754 plane waves.

The cell volume is 18.522 Å³. The lowest band contributes 3.3905 Å⁻² to $M_{zz}$ and the upper three contribute 24.2262 Å⁻², so that $M_{zz}=27.6167$ Å⁻². With $\hbar^2/m=7.61996$ eV Å²,

$$\sigma^{\rm kin}_{zz}=-\frac{7.61996}{18.522}\times27.6167=-11.36\ \text{eV/Å}^3, \tag{33}$$

which is $-1820$ GPa. This value belongs to the stated cutoff and sampling. At 2449 eV the magnitude is 15% larger. At the stated cutoff, a mesh of 32 special points (the stars of $(\tfrac14,\tfrac14,\tfrac14)$ and $(\tfrac34,\tfrac14,\tfrac14)$ in units of $2\pi$ over the lattice constant) makes it 1.9% smaller. The $xx$ component agrees to all printed digits, as cubic symmetry requires. The trace relation gives the same number from the kinetic energy of 315.657 eV per cell: $-2\times315.657/(3\times18.522)=-11.36$ in the same unit.

The point-group average matters here. The stored L point lies on a threefold axis along a body diagonal of the cube. Its moment has equal diagonal elements and off-diagonal elements of equal size, with $M_{xy}=-2.0988$ Å⁻². Without the average, (25) would report, at the stated cutoff, a shear stress of $(7.61996/18.522)\times2.0988=0.86$ eV/Å³ in a cubic crystal (0.93 eV/Å³ at 2449 eV). The four L points lie along $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$. The $xy$ element carries the product of the first two signs, $+,-,-,+$, and cancels in the sum.

### Tests on the example

The first test compares all nine entries of the unaveraged moment with four-point differences of $T$. The lattice is rebuilt at each strain, the coefficients are fixed and the step is 0.002. The largest deviation is $4.0\times10^{-8}$ eV. Part 1 gives the relative truncation error of a diagonal entry as $12h^4=1.9\times10^{-10}$. Multiplied by the slope of 210.438 eV this is $4.0\times10^{-8}$ eV, so truncation accounts for the deviation.

The second test concerns (29). Crystals stretched and compressed by 0.002 along $z$ were converged separately, with the plane-wave labels held fixed. Their total energies give a slope of 16.3393 eV. Differentiating the total energy at the coefficients of the unstrained crystal gives 16.3394 eV.

The third confirms that the kinetic energy alone behaves differently. Its slope is $-210.44$ eV at fixed coefficients and $-92.36$ eV between the relaxed crystals. The response term in (30) is thus $X_{zz}=+118.1$ eV, more than half the size of the fixed-coefficient slope, and the other energy terms must respond with the opposite amount. These values belong to the plane-wave set at 680.3 eV and are far from converged: at 2449 eV the relaxed slope is about $-48$ eV and $X_{zz}$ about $+193$ eV.

### Cancellation and convergence

At the cutoff of 680.3 eV the terms other than the kinetic one add $+12.24$ eV/Å³, against $+13.16$ eV/Å³ at 2449 eV. At the lower cutoff this leaves a total stress of $+0.88$ eV/Å³, or 141 GPa. This is not a usable prediction for MgO, which is nearly free of stress at about this lattice constant. Raising the cutoff to 952.4 eV, with cell, sampling and functional held fixed, lowers the total to 102 GPa and changes the kinetic stress from $-11.36$ to $-12.10$ eV/Å³. The basis is therefore far from complete for stress. The fall of the total has the direction expected from (32). At cutoffs of 1633 and 2449 eV the total falls further, to 41 and 20 GPa, while the kinetic stress reaches $-12.85$ and $-13.03$ eV/Å³. At 3265 eV the total is 15 GPa and the kinetic stress $-13.06$ eV/Å³. Most of the 141 GPa is thus basis error.

The agreement found in the first two tests does not depend on this, although the slopes themselves change with the cutoff. Equations (25) and (29) hold within any fixed plane-wave set, complete or not, and the comparisons were made within one.

Adding the points $\Gamma$ and X to the sampling, at the lower cutoff, changes the kinetic stress by 0.02% and the total from 141 to 133 GPa. The small first figure is accidental: the 32-point mesh changes the kinetic stress by 1.9%, about 34 GPa, and the total only from 141 to 138 GPa. The shift of the kinetic term does not tell how far the total moves, and each has to be tested for convergence separately.

A stretch of 1% along a cube axis, with the lateral dimensions held fixed, changes the total stress by 2.4 GPa. This is a linear extrapolation from the curvature of the energy at strains of $\pm0.002$, within the fixed plane-wave set at the lower cutoff. At 1633 eV the same change is 1.95 GPa and at 2449 eV it is 1.35 GPa, while the 32-point mesh at the lower cutoff gives 3.45 GPa. The figure is converged neither with cutoff nor with $\mathbf k$ sampling, so it serves only as an order of magnitude. The lower-cutoff value equals 0.13% of the kinetic stress. To resolve the stress of a film strained by 1%, an uncompensated error in the kinetic term must be well below one part in a thousand.

### Relation to the real barrier

The lattice constant is close to that of bulk MgO. The stress change of 2.4 GPa per 1% has the right order of magnitude: the measured elastic constant for this stretch is roughly 300 GPa, which corresponds to about 3 GPa. The closeness is partly accidental: a larger basis lowers the computed change by about 1 GPa and a denser mesh raises it by about 1 GPa. The total stress of 141 GPa is far from the real value. Most of the difference is basis error, since cutoffs of 2449 and 3265 eV leave 20 and 15 GPa. The 32-point mesh removes about 4 GPa at 680.3 and at 1633 eV; the origin of the rest was not settled here. A barrier in a memory cell is a film about a nanometre thick, strained by its electrodes, so it breaks the assumption of an unstrained infinite crystal. In the bulk crystal, each per cent of strain along one cube axis, with the lateral dimensions held fixed, moves the stress along that axis by between 1.35 and 3.45 GPa over the settings tried, against about 3 GPa measured; the effect of the interfaces was not computed. Fixed occupations are safe at 300 K. The smallest gap found among $\Gamma$, X and L is 4.10 eV at the lower cutoff (the gap at $\Gamma$ grows by about 0.3 eV at 1633 eV), and the factor $\exp(-\text{gap}/2k_BT)$, with $k_B$ Boltzmann's constant, is below $10^{-34}$. The measured gap is larger, roughly 8 eV, which strengthens the conclusion. Defect states and injected carriers are outside this estimate.

The calculation also leaves out the core electrons, the motion of the nuclei and the error of the local-density approximation. The omission of the core affects the meaning of the kinetic stress itself. Its value of $-1820$ GPa belongs to the chosen pseudopotentials, and another choice would divide the total differently between the kinetic and the remaining terms. Kinetic stresses from two codes can be compared when pseudopotentials, exchange-correlation functional, cutoff, cell and sampling agree. The total stress, converged with respect to basis and sampling, is the quantity to set beside a measurement. The remaining figures are in the numerical output.

## Computed results

```
MgO lattice constant (rough input): 4.20 angstrom
cell volume: 18.5220 angstrom^3
plane-wave cutoff, main run: 680.3 eV
plane waves at L, main run: 754
hbar^2/m: 7.61996 eV angstrom^2
moment sum zz, lowest band: 3.3905 angstrom^-2
moment sum zz, upper three bands: 24.2262 angstrom^-2
moment sum zz, all bands: 27.6167 angstrom^-2
moment xy at the single L point: -2.0988 angstrom^-2
kinetic energy per cell: 315.657 eV
kinetic stress zz: -11.3615 eV/angstrom^3 = -1820.3 GPa
kinetic stress xx: -11.3615 eV/angstrom^3
largest error of nine kinetic slopes: 4.0e-08 eV
strain step of converged runs: 0.002
kinetic slope, fixed coefficients: -210.438 eV
kinetic slope, relaxed coefficients: -92.36 eV
total slope, fixed coefficients: 16.3394 eV
total slope, relaxed coefficients: 16.3393 eV
non-kinetic stress zz: 12.2437 eV/angstrom^3
total stress zz: 0.8822 eV/angstrom^3 = 141.3 GPa
stress change for 1% stretch: 2.36 GPa
higher cutoff: 952.4 eV
kinetic stress zz, higher cutoff: -12.1045 eV/angstrom^3
total stress zz, higher cutoff: 101.8 GPa
kinetic stress zz, Gamma+X+L sampling: -11.3640 eV/angstrom^3
total stress zz, Gamma+X+L sampling: 133.3 GPa
smallest LDA gap among Gamma, X, L: 4.10 eV
thermal energy at 300 K: 0.02585 eV
thermal carrier factor exp(-gap/2kT): 3.6e-35
```
